# Exact Downfolding by Sylvester Iteration: Choosing Solver, Tolerance and Branch: test program

```python
"""
Exact block decoupling of a Hermitian matrix H = [[HAA, W^+], [W, HBB]].
Result under test: a solution X of
    R(X) = W + HBB X - X HAA - X W^+ X = 0
gives Heff = HAA + W^+ X, whose eigenvalues are exact eigenvalues of H.
A: kept states, B: removed states, W = HBA: coupling, R: residual.
X is found by plain Sylvester iteration or by Newton-Sylvester iteration.
Example: p_z model of AA' bilayer hBN, order (N1, N2, B1, B2), eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, solve_sylvester, sqrtm
from scipy.optimize import minimize_scalar

TOL = 1e-11


def norm2(M):
    return np.linalg.norm(M, 2)


def split(H, n):
    return H[:n, :n], H[n:, :n], H[n:, n:]


def residual(H, n, X):
    HAA, W, HBB = split(H, n)
    return W + HBB @ X - X @ HAA - X @ W.conj().T @ X


def effective(H, n, X):
    HAA, W, _ = split(H, n)
    return HAA + W.conj().T @ X


def plain_iterates(H, n, steps=500):
    HAA, W, HBB = split(H, n)
    out = [np.zeros(W.shape, complex)]
    for _ in range(steps):
        X = out[-1]
        out.append(solve_sylvester(HBB, -HAA, -W + X @ W.conj().T @ X))
        if norm2(residual(H, n, out[-1])) < TOL:
            break
    return out


def newton_iterates(H, n, start=None, steps=40):
    HAA, W, HBB = split(H, n)
    out = [np.zeros(W.shape, complex) if start is None else start]
    for _ in range(steps):
        X = out[-1]
        R = residual(H, n, X)
        if norm2(R) < TOL:
            break
        V = W.conj().T
        out.append(X + solve_sylvester(HBB - X @ V, -(HAA + V @ X), -R))
    return out


def X_from_eigenvectors(H, n, chosen):
    C = np.linalg.eigh(H)[1][:, chosen]
    return C[n:] @ np.linalg.inv(C[:n])


def sorted_eigs(M):
    values = np.linalg.eigvals(M)
    return values[np.argsort(values.real)]


def ritz_values(H, n, X):
    basis = np.vstack([np.eye(n), X])
    return eigh(basis.conj().T @ H @ basis, basis.conj().T @ basis,
                eigvals_only=True)


def contraction_data(H, n):
    HAA, W, HBB = split(H, n)
    d = np.min(np.abs(np.linalg.eigvalsh(HBB)[:, None]
                      - np.linalg.eigvalsh(HAA)[None, :]))
    return d, np.linalg.norm(W), norm2(W)


def check_residual_bound(H, n, iterates):
    exact = np.linalg.eigvalsh(H)
    for X in iterates:
        for value in np.linalg.eigvals(effective(H, n, X)):
            distance = np.min(np.abs(exact - value))
            assert distance <= norm2(residual(H, n, X)) + 1e-11


def assemble(HAA, W, HBB):
    return np.block([[HAA, W.conj().T], [W, HBB]])


# General test 1: A levels inside a gap of B, coupling within the bound.
rng = np.random.default_rng(7)
A0 = np.diag([-0.5, 0.0, 0.5]).astype(complex)
B0 = np.diag([-4.0, -3.0, 3.0, 4.0, 5.0]).astype(complex)
W0 = rng.normal(size=(5, 3)) + 1j * rng.normal(size=(5, 3))
d, f, s = contraction_data(assemble(A0, W0, B0), 3)
W0 *= np.sqrt(0.8 * d**2 / (4 * f * s))
Hgap = assemble(A0, W0, B0)
d, f, s = contraction_data(Hgap, 3)
q = 1 - np.sqrt(1 - 4 * f * s / d**2)
radius = (d - np.sqrt(d**2 - 4 * f * s)) / (2 * s)
sylvester = np.kron(B0, np.eye(3)) - np.kron(np.eye(5), A0.T)
assert abs(norm2(np.linalg.inv(sylvester)) - 1 / d) < 1e-12
its = plain_iterates(Hgap, 3)
Xref = X_from_eigenvectors(Hgap, 3, [2, 3, 4])
assert np.linalg.norm(its[-1] - Xref) < 1e-10
assert np.linalg.norm(Xref) <= radius
errors = [np.linalg.norm(X - Xref) for X in its]
for old, new in zip(errors, errors[1:]):
    if old > 1e-8:
        assert new <= q * old * (1 + 1e-6)
check_residual_bound(Hgap, 3, its)

# General test 2: ordered blocks, strong coupling, stepwise continuation.
A0 = np.diag([-1.5, -1.2, -1.0]).astype(complex)
B0 = np.diag([1.0, 1.3, 2.0, 2.5]).astype(complex)
W0 = rng.normal(size=(4, 3)) + 1j * rng.normal(size=(4, 3))
W0 *= 6.0 / norm2(W0)
Xc = np.zeros((4, 3), complex)
for scale in np.linspace(0, 1, 41)[1:]:
    Hs = assemble(A0, scale * W0, B0)
    Xc = newton_iterates(Hs, 3, Xc)[-1]
    assert norm2(residual(Hs, 3, Xc)) < TOL
    assert norm2(Xc - X_from_eigenvectors(Hs, 3, [0, 1, 2])) < 1e-9
    ds, _, ss = contraction_data(Hs, 3)
    assert norm2(Xc) <= np.tan(0.5 * np.arctan(2 * ss / ds)) + 1e-10
strong_ratio, strong_norm = ss / ds, norm2(Xc)

# General test 3: two-level rate and loss of convergence.
def two_level(c):
    return np.array([[0, c], [c, 1]], complex)

its = plain_iterates(two_level(0.6), 1)
xref = X_from_eigenvectors(two_level(0.6), 1, [0])
ratio = norm2(its[26] - xref) / norm2(its[25] - xref)
assert abs(ratio - (np.sqrt(1 + 4 * 0.6**2) - 1)) < 1e-3
for c, should_converge in [(0.85, True), (0.88, False)]:
    last = plain_iterates(two_level(c), 1, 3000)[-1]
    small = norm2(residual(two_level(c), 1, last)) < TOL
    assert small == should_converge

# Bilayer hBN: rough model inputs.
splitting, hop, inter = 7.0, 2.5, 0.5
a, spacing, field_MV_cm = 0.25, 0.33, 5.0
field = field_MV_cm * 1e6 * 1e2 * 1e-9
bias = field * spacing
bonds = np.array([[0, a / np.sqrt(3)], [a / 2, -a / (2 * np.sqrt(3))],
                  [-a / 2, -a / (2 * np.sqrt(3))]])
points = {"K": np.array([4 * np.pi / (3 * a), 0.0]),
          "M": np.array([0.0, 2 * np.pi / (np.sqrt(3) * a)]),
          "Gamma": np.zeros(2)}


def bond_sum(k):
    return np.sum(np.exp(1j * bonds @ k))


def bilayer(k, U=bias, second=0.0):
    g = bond_sum(k)
    layer = np.diag([U / 2, -U / 2])
    angles = np.arange(6) * np.pi / 3
    vectors = a * np.column_stack([np.cos(angles), np.sin(angles)])
    shift = second * np.sum(np.cos(vectors @ k))
    HAA = (-splitting / 2 + shift) * np.eye(2) + layer
    HBB = splitting / 2 * np.eye(2) + layer
    W = np.array([[-hop * g, inter], [inter, -hop * np.conj(g)]])
    return assemble(HAA.astype(complex), W, HBB.astype(complex))


print(f"Inputs: splitting {splitting:.2f} eV, in-plane hopping {hop:.2f} eV,"
      f" interlayer {inter:.2f} eV")
print(f"Inputs: a {a:.3f} nm, spacing {spacing:.3f} nm, field"
      f" {field_MV_cm:.1f} MV/cm; layer bias {bias:.4f} eV")
print(f"Strong random test: s/d {strong_ratio:.3f}, norm X {strong_norm:.4f}")

solutions = {}
for name, k in points.items():
    H = bilayer(k)
    plain, newton = plain_iterates(H, 2), newton_iterates(H, 2)
    X = newton[-1]
    solutions[name] = (H, plain, newton)
    exact = np.linalg.eigvalsh(H)
    values = sorted_eigs(effective(H, 2, X))
    assert norm2(residual(H, 2, X)) < TOL
    assert np.max(np.abs(values - exact[:2])) < 1e-10
    assert norm2(X - X_from_eigenvectors(H, 2, [0, 1])) < 1e-10
    HAA, W, HBB = split(H, 2)
    complement = sorted_eigs(HBB - X @ W.conj().T)
    assert np.max(np.abs(complement - exact[2:])) < 1e-10
    check_residual_bound(H, 2, plain[:30] + newton)
    for old, new in zip(newton, newton[1:]):
        D = new - old
        assert norm2(residual(H, 2, new) + D @ W.conj().T @ D) < 1e-10
    d, f, s = contraction_data(H, 2)
    limit = np.tan(0.5 * np.arctan(2 * s / d))
    assert norm2(X) <= limit + 1e-12
    plain_res = norm2(residual(H, 2, plain[-1]))
    assert (plain_res < TOL) == (name != "Gamma")
    print(f"{name}: |bond sum| {abs(bond_sum(k)):.3f}, d {d:.4f} eV,"
          f" s {s:.4f} eV, f {f:.4f} eV, 4fs/d^2 {4*f*s/d**2:.4f}")
    print(f"{name}: plain steps {len(plain)-1}, residual {plain_res:.2e} eV;"
          f" Newton steps {len(newton)-1},"
          f" residual {norm2(residual(H, 2, X)):.1e} eV")
    print(f"{name}: Heff eigenvalues {values[0].real:.6f},"
          f" {values[1].real:.6f} eV; max error"
          f" {np.max(np.abs(values-exact[:2])):.1e} eV")
    print(f"{name}: upper levels {exact[2]:.6f}, {exact[3]:.6f} eV;"
          f" norm X {norm2(X):.5f}, bound {limit:.5f}")

k_formula = np.sort([-0.5 * np.sqrt((splitting + sign * bias)**2
                                    + 4 * inter**2) for sign in (-1, 1)])
assert np.allclose(k_formula, np.linalg.eigvalsh(solutions["K"][0])[:2],
                   atol=1e-11)

# Details at M: iteration table, rate, Hermitian form, energy dependence.
H, plain, newton = solutions["M"]
X = newton[-1]
HAA, W, HBB = split(H, 2)
V = W.conj().T
exact = np.linalg.eigvalsh(H)
print(f"M bond sum: {bond_sum(points['M']):.5f}")
for row in range(2):
    print(f"M X row B{row+1} (N1, N2): {X[row,0]:.5f}, {X[row,1]:.5f}")
Heff = effective(H, 2, X)
for row in range(2):
    print(f"M Heff row N{row+1}: {Heff[row,0]:.5f}, {Heff[row,1]:.5f} eV")
for n in range(1, 7):
    Y = plain[n]
    e_eff = np.max(np.abs(sorted_eigs(effective(H, 2, Y)) - exact[:2]))
    e_ritz = np.max(np.abs(ritz_values(H, 2, Y) - exact[:2]))
    print(f"M plain step {n}: residual {norm2(residual(H, 2, Y)):.3e},"
          f" Heff error {e_eff:.3e}, Ritz error {e_ritz:.3e} eV")
for name in ("M", "Gamma"):
    Hn, _, seq = solutions[name]
    history = ", ".join(f"{norm2(residual(Hn, 2, Y)):.1e}" for Y in seq)
    print(f"{name} Newton residuals from step 0: {history} eV")

S = np.kron(HBB, np.eye(2)) - np.kron(np.eye(2), HAA.T)
J = np.linalg.solve(S, np.kron(np.eye(2), (V @ X).T)
                    + np.kron(X @ V, np.eye(2)))
rate = np.max(np.abs(np.linalg.eigvals(J)))
measured = np.linalg.norm(plain[20] - X) / np.linalg.norm(plain[19] - X)
assert abs(measured / rate - 1) < 0.03
d, f, s = contraction_data(H, 2)
q = 1 - np.sqrt(1 - 4 * f * s / d**2)
assert rate <= q
print(f"M plain rate: linearised {rate:.4f}, measured {measured:.4f},"
      f" guaranteed bound {q:.4f}")

root = sqrtm(np.eye(2) + X.conj().T @ X)
Hherm = root @ Heff @ np.linalg.inv(root)
assert norm2(Hherm - Hherm.conj().T) < 1e-10
assert np.allclose(np.linalg.eigvalsh(Hherm), exact[:2], atol=1e-10)
asymmetry = norm2(Heff - Heff.conj().T)
assert asymmetry > 1e-4
print(f"M norm of Heff minus its adjoint: {asymmetry:.5f} eV;"
      f" after metric transform {norm2(Hherm-Hherm.conj().T):.1e} eV")
energies, coefficients = np.linalg.eig(Heff)
for E, c in zip(energies.real, coefficients.T):
    G = np.linalg.inv(E * np.eye(2) - HBB)
    assert np.linalg.norm(X @ c - G @ W @ c) < 1e-10
    assert np.linalg.norm((HAA + V @ G @ W) @ c - E * c) < 1e-10

# First-order Heff error versus second-order Ritz error.
P = np.array([[0.6, 0.2j], [-0.3, 0.5 + 0.4j]])
scaling = []
for eps in (1e-3, 1e-4):
    Y = X + eps * P
    scaling.append((np.max(np.abs(sorted_eigs(effective(H, 2, Y))
                                  - exact[:2])),
                    np.max(np.abs(ritz_values(H, 2, Y) - exact[:2]))))
ratio_eff = scaling[0][0] / scaling[1][0]
ratio_ritz = scaling[0][1] / scaling[1][1]
assert abs(ratio_eff - 10) < 0.5 and abs(ratio_ritz - 100) < 5
print(f"Error ratio for tenfold change of X error: Heff {ratio_eff:.2f},"
      f" Ritz {ratio_ritz:.2f}")

Xwrong = X_from_eigenvectors(H, 2, [2, 3])
wrong = sorted_eigs(effective(H, 2, Xwrong)).real
assert norm2(residual(H, 2, Xwrong)) < 1e-10
assert np.allclose(wrong, exact[2:], atol=1e-10)
print(f"M wrong branch: residual {norm2(residual(H,2,Xwrong)):.1e} eV,"
      f" norm X {norm2(Xwrong):.4f}, levels {wrong[0]:.5f},"
      f" {wrong[1]:.5f} eV")

# At zero field, locate the plain-iteration threshold on the Gamma-K line.
g_limit = (np.sqrt(3) / 2 * splitting - inter) / hop
for factor, should_converge in [(0.97, True), (1.03, False)]:
    kx = 2 / a * np.arccos((factor * g_limit - 1) / 2)
    H0 = bilayer(np.array([kx, 0.0]), U=0.0)
    last = plain_iterates(H0, 2, 2000)[-1]
    assert (norm2(residual(H0, 2, last)) < TOL) == should_converge
print(f"Zero-field plain threshold: |bond sum| {g_limit:.4f}")

# Sizes of effects absent from the model; inputs here are rough.
t2, overlap, screening, breakdown, temperature = 0.1, 0.1, 1.6, 10.0, 300.0
print(f"Rough inputs: second hopping {t2:.2f} eV, overlap {overlap:.2f},"
      f" screening length {screening:.2f} nm")
for name in ("M", "Gamma"):
    k, H = points[name], solutions[name][0]
    top = np.linalg.eigvalsh(H)[1]
    shift2 = np.linalg.eigvalsh(bilayer(k, second=t2))[1] - top
    g = bond_sum(k)
    metric = assemble(np.eye(2), overlap * np.diag([g, np.conj(g)]),
                      np.eye(2))
    shift_s = eigh(H, metric, eigvals_only=True)[1] - top
    print(f"{name} upper valence shift: second hopping {shift2:.4f} eV,"
          f" overlap {shift_s:.4f} eV")

hbar2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
kinetic = 2 * (np.sqrt(3) / 2 * a * hop)**2 / splitting
dq = 0.05
gaps = [np.sqrt(splitting**2 + 4 * hop**2
                * abs(bond_sum(points["K"] + np.array([sgn * dq, 0])))**2)
        for sgn in (-1, 1)]
assert abs((np.mean(gaps) - splitting) / dq**2 / kinetic - 1) < 0.02


def exciton_binding(length):
    def energy(size):
        integral = quad(lambda u: (1 + u*u)**-1.5
                        / (1 + 2 * length * u / size), 0, np.inf)[0]
        return kinetic / size**2 - coulomb * 2 / size * integral
    best = minimize_scalar(energy, bounds=(0.01, 5), method="bounded",
                           options={"xatol": 1e-8})
    return -best.fun, best.x


assert abs(exciton_binding(0.0)[0] / (coulomb**2 / kinetic) - 1) < 1e-6
binding, size = exciton_binding(screening)
print(f"Exciton estimate: reduced mass {hbar2_2m/kinetic:.3f} m_e,"
      f" binding {binding:.3f} eV, trial length {size:.3f} nm")
thermal = const.k * temperature / const.e
print(f"Thermal energy at {temperature:.0f} K: {thermal:.5f} eV")
thickness = 2 * spacing
action = quad(lambda z: np.sqrt((splitting / 2 - field * z) / hbar2_2m),
              0, thickness)[0]
print(f"Field / rough breakdown field ({breakdown:.0f} MV/cm):"
      f" {field_MV_cm/breakdown:.2f}; film drop {field*thickness:.3f} V")
print(f"Direct tunnelling estimate: barrier {splitting/2:.2f} eV,"
      f" thickness {thickness:.2f} nm, transmission {np.exp(-2*action):.2e}")
print("verified")
```

Printed output:

```
Inputs: splitting 7.00 eV, in-plane hopping 2.50 eV, interlayer 0.50 eV
Inputs: a 0.250 nm, spacing 0.330 nm, field 5.0 MV/cm; layer bias 0.1650 eV
Strong random test: s/d 3.000, norm X 0.8023
K: |bond sum| 0.000, d 6.8350 eV, s 0.5000 eV, f 0.7071 eV, 4fs/d^2 0.0303
K: plain steps 6, residual 3.67e-13 eV; Newton steps 3, residual 1.2e-16 eV
K: Heff eigenvalues -3.617224, -3.453883 eV; max error 1.3e-15 eV
K: upper levels 3.453883, 3.617224 eV; norm X 0.07277, bound 0.07277
M: |bond sum| 1.000, d 6.8350 eV, s 3.0000 eV, f 3.6056 eV, 4fs/d^2 0.9261
M: plain steps 23, residual 6.21e-12 eV; Newton steps 4, residual 4.3e-13 eV
M: Heff eigenvalues -4.621211, -4.019705 eV; max error 1.4e-13 eV
M: upper levels 4.019705, 4.621211 eV; norm X 0.36994, bound 0.37665
Gamma: |bond sum| 3.000, d 6.8350 eV, s 8.0000 eV, f 10.6301 eV, 4fs/d^2 7.2814
Gamma: plain steps 500, residual 8.04e+00 eV; Newton steps 6, residual 8.9e-16 eV
Gamma: Heff eigenvalues -8.739572, -7.818791 eV; max error 0.0e+00 eV
Gamma: upper levels 7.818791, 8.739572 eV; norm X 0.65402, bound 0.66024
M bond sum: 0.50000-0.86603j
M X row B1 (N1, N2): 0.15887-0.27517j, -0.05120+0.00000j
M X row B2 (N1, N2): -0.05320+0.00000j, 0.15887+0.27517j
M Heff row N1: -4.23846-0.00000j, 0.14344+0.24844j eV
M Heff row N2: 0.14593-0.25276j, -4.40246-0.00000j eV
M plain step 1: residual 5.511e-01, Heff error 1.738e-01, Ritz error 2.313e-02 eV
M plain step 2: residual 1.839e-01, Heff error 5.908e-02, Ritz error 2.850e-03 eV
M plain step 3: residual 5.727e-02, Heff error 1.825e-02, Ritz error 2.664e-04 eV
M plain step 4: residual 1.828e-02, Heff error 5.831e-03, Ritz error 2.738e-05 eV
M plain step 5: residual 5.791e-03, Heff error 1.845e-03, Ritz error 2.735e-06 eV
M plain step 6: residual 1.839e-03, Heff error 5.859e-04, Ritz error 2.759e-07 eV
M Newton residuals from step 0: 3.0e+00, 5.5e-01, 1.0e-02, 3.5e-06, 4.3e-13 eV
Gamma Newton residuals from step 0: 8.0e+00, 1.0e+01, 1.4e+00, 4.3e-02, 4.8e-05, 6.0e-11, 8.9e-16 eV
M plain rate: linearised 0.3174, measured 0.3184, guaranteed bound 0.7282
M norm of Heff minus its adjoint: 0.00498 eV; after metric transform 8.4e-15 eV
Error ratio for tenfold change of X error: Heff 9.99, Ritz 99.97
M wrong branch: residual 1.2e-14 eV, norm X 3.7658, levels 4.01970, 4.62121 eV
Zero-field plain threshold: |bond sum| 2.2249
Rough inputs: second hopping 0.10 eV, overlap 0.10, screening length 1.60 nm
M upper valence shift: second hopping -0.1869 eV, overlap 0.1775 eV
Gamma upper valence shift: second hopping 0.4294 eV, overlap 1.6103 eV
Exciton estimate: reduced mass 0.455 m_e, binding 1.278 eV, trial length 0.481 nm
Thermal energy at 300 K: 0.02585 eV
Field / rough breakdown field (10 MV/cm): 0.50; film drop 0.330 V
Direct tunnelling estimate: barrier 3.50 eV, thickness 0.66 nm, transmission 4.34e-06
verified
```
